# Piezoelectric and Deformation-Potential Coupling to Acoustic Phonons in a Monolayer, part 1

(Sections cited here and not found follow in the second part.)

## 1. The two couplings and their wavevector powers

In the model monolayer treated here, a longitudinal acoustic phonon of wavevector 0.01 nm$^{-1}$ scatters an electron through the deformation potential with a matrix element of $4.86\times10^{-4}$ eV nm, after multiplication by the square root of the sample area. The piezoelectric field of the same phonon, travelling along the polar axis, gives $6.54\times10^{-4}$ eV nm. At four times the wavevector the two numbers are $9.72\times10^{-4}$ and $1.277\times10^{-3}$ eV nm. The first has grown by a factor 2.00 and the second by 1.95. One coupling is a local shift of the band edge and the other is a long-range electrostatic potential, yet both grow nearly as the square root of the wavevector. The reason lies in the electrostatics of a sheet, and it sets the conditions under which the agreement holds.

### Conventions and assumptions

The algebra uses atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$, where $e$ is the positive elementary charge. An electron therefore has charge $-1$, and its energy in an electrostatic potential $\phi$ is $-\phi$. Energies in the example are in eV and lengths in nm.

The layer lies in the plane $z=0$ and has the symmetry D3h, that of a semiconducting monolayer such as MoS$_2$. The $x$ axis is the in-plane polar axis (the armchair direction), and the reflection $y\to-y$ is a symmetry. Flexural phonons are left out, which is justified to first order when the surroundings are alike above and below. The electrostatics of the in-plane phonons is worked out for surroundings that may differ. Carriers occupy the band edge of a valley at a corner of the hexagonal zone.

At first the layer holds no mobile carriers and no conductor is near. The phonon is slow compared with the electronic and ionic response of the dielectrics, so static dielectric constants apply, and the electric field is the gradient of a potential.

### The piezoelectric tensor

Let $P_i$ be the in-plane dipole moment per area and let

$$\varepsilon_{ij}=\frac12\left(\frac{\partial u_i}{\partial r_j}+\frac{\partial u_j}{\partial r_i}\right)$$

be the strain made by the displacement $\mathbf u$. At zero electric field, $P_i$ is linear in the strain. Symmetry is easiest to use in the combinations

$$P_+=P_x+iP_y,\qquad \varepsilon_0=\varepsilon_{xx}+\varepsilon_{yy},\qquad \varepsilon_2=\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy}.$$

A rotation by an angle $\alpha$ multiplies $P_+$ by $e^{i\alpha}$, leaves $\varepsilon_0$ unchanged and multiplies $\varepsilon_2$ by $e^{2i\alpha}$. The most general linear relation is

$$P_+=a\,\varepsilon_0+b\,\varepsilon_2+c\,\varepsilon_2^*,$$

because three complex coefficients describe any linear map from three real strains to two real polarization components. For $\alpha=2\pi/3$ the left side gains the factor $e^{2\pi i/3}$. The three terms on the right gain $1$, $e^{4\pi i/3}$ and $e^{-4\pi i/3}=e^{2\pi i/3}$. The relation must keep its form, so $a=b=0$.

The reflection $y\to-y$ replaces $P_+$ by $P_+^*$ and $\varepsilon_2$ by $\varepsilon_2^*$. It therefore requires $P_+^*=c\,\varepsilon_2$. The complex conjugate of this is $P_+=c^*\varepsilon_2^*$, so $c$ is real. It is named $e_{11}$. The real and imaginary parts of $P_+=e_{11}\varepsilon_2^*$ are

$$P_x=e_{11}(\varepsilon_{xx}-\varepsilon_{yy}),\qquad P_y=-2e_{11}\varepsilon_{xy}.\tag{1}$$

The factor 2 belongs to the tensor strain $\varepsilon_{xy}$. With the engineering shear $\gamma_{xy}=2\varepsilon_{xy}$ it is absent. A layer with inversion symmetry has $e_{11}=0$, since inversion reverses $\mathbf P$ and leaves the strain unchanged.

The reflection $z\to-z$ removes flexural phonons from the first-order theory. It reverses their displacement but leaves the in-plane polarization and the energy of a nondegenerate band edge unchanged, so neither can depend linearly on that displacement. A substrate on one side breaks this argument.

### Sheet charge of a sound wave

Take a displacement of complex amplitude $u$,

$$\mathbf u(\mathbf r)=u\,\hat{\mathbf e}\,e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=q(\cos\theta,\sin\theta).$$

The longitudinal wave (LA) has $\hat{\mathbf e}=(\cos\theta,\sin\theta)$ and the transverse wave (TA) has $\hat{\mathbf e}=(-\sin\theta,\cos\theta)$. These directions hold at long wavelength because the elastic response of a sheet with threefold symmetry is isotropic. Each derivative gives a factor $iq_j$. The common factor $e^{i\mathbf q\cdot\mathbf r}$ is not written below.

For the LA wave the strains are

$$\varepsilon_{xx}=iqu\cos^2\theta,\quad \varepsilon_{yy}=iqu\sin^2\theta,\quad \varepsilon_{xy}=iqu\cos\theta\sin\theta.$$

Equation (1) and the double-angle formulas turn them into

$$P_x=ie_{11}qu\cos2\theta,\qquad P_y=-ie_{11}qu\sin2\theta.$$

The bound charge per area is $\sigma=-\nabla\cdot\mathbf P=-i\mathbf q\cdot\mathbf P$. Hence

$$\sigma_{LA}=-i\,(i)\,e_{11}q^2u(\cos\theta\cos2\theta-\sin\theta\sin2\theta)=e_{11}q^2u\cos3\theta.\tag{2}$$

For the TA wave,

$$\varepsilon_{xx}=-iqu\sin\theta\cos\theta,\quad \varepsilon_{yy}=iqu\sin\theta\cos\theta,\quad \varepsilon_{xy}=\frac{iqu}{2}\cos2\theta,$$

where the last strain is half of $iqu(\cos^2\theta-\sin^2\theta)$. The polarization is

$$P_x=-ie_{11}qu\sin2\theta,\qquad P_y=-ie_{11}qu\cos2\theta,$$

and the charge follows as

$$\sigma_{TA}=-e_{11}q^2u(\cos\theta\sin2\theta+\sin\theta\cos2\theta)=-e_{11}q^2u\sin3\theta.\tag{3}$$

There are two powers of $q$ here. One comes from forming a strain and the other from forming a charge out of a polarization. A uniform polarization in an infinite sheet leaves no bound charge in its interior.

### Potential of the sheet

Let the dielectric constants below and above the layer be $\kappa_1$ and $\kappa_2$, with mean $\kappa=(\kappa_1+\kappa_2)/2$. Outside the layer the potential obeys $\phi''(z)=q^2\phi(z)$, because there is no charge and the in-plane variation is $e^{i\mathbf q\cdot\mathbf r}$. The solution that is continuous at the layer and vanishes far away is $\phi(z)=\phi_0e^{-q|z|}$.

The field of the wave also polarizes the layer itself. With $\chi$ the in-plane polarizability per area at fixed strain, the added polarization is $-\chi\nabla\phi$. Its bound charge is

$$\sigma_{\rm ind}=-\nabla\cdot(-\chi\nabla\phi)=\chi\nabla^2\phi=-\chi q^2\phi_0,$$

where the derivatives are taken in the plane. Gauss's law across the layer reads

$$\kappa_2\phi'(0^+)-\kappa_1\phi'(0^-)=-4\pi(\sigma+\sigma_{\rm ind}).$$

The slopes are $-q\phi_0$ above and $+q\phi_0$ below, so the left side is $-2\kappa q\phi_0$. Therefore

$$2\kappa q\phi_0=4\pi\sigma-4\pi\chi q^2\phi_0,$$

$$\phi_0=\frac{2\pi\sigma}{q(\kappa+r_0q)},\qquad r_0=2\pi\chi.\tag{4}$$

The length $r_0$ measures the polarizability of the layer. For $q\ll\kappa/r_0$ most of the field energy is in the surroundings, and they determine the response. For larger $q$ the field stays near the sheet and the sheet's own response matters more.

The electron energy is $V=-\phi_0$. Define the piezoelectric coupling energy

$$A(q)=\frac{2\pi e_{11}}{\kappa+r_0q}.\tag{5}$$

Insertion of (2) and (3) in (4) gives, for displacement amplitude $u$,

$$V^{pz}_{LA}=-qu\,A(q)\cos3\theta,\qquad V^{pz}_{TA}=qu\,A(q)\sin3\theta.\tag{6}$$

The charge supplies $q^2$ and the Coulomb potential of a sheet removes one power. At long wavelength the potential energy is thus linear in $q$, as a strain is. It vanishes as $q\to0$, but the ratio $V^{pz}/(qu)$ keeps its angular factor, so the limit of this ratio depends on the direction of approach.

### Deformation potential and relative phase

A strain also shifts the band edge locally. The valley has a threefold rotation axis, under which $\varepsilon_2$ acquires a phase. The energy of the nondegenerate edge is invariant, so to first order in strain it depends on the trace alone:

$$V^{dp}=\Xi\,(\varepsilon_{xx}+\varepsilon_{yy})=\Xi\,\nabla\cdot\mathbf u.$$

This is $i\Xi qu$ for the LA wave and zero for the TA wave. Strain can also move the valley in wavevector. That effect carries an extra power of the small carrier wavevector, measured from the band edge, and is omitted here.

The LA energies add as

$$V_{LA}=qu\,[\,i\Xi-A(q)\cos3\theta\,].$$

Both $\Xi$ and $A$ are real, so one term is real and the other imaginary. The square has no cross term:

$$|V_{LA}|^2=q^2|u|^2[\Xi^2+A^2(q)\cos^23\theta],\qquad |V_{TA}|^2=q^2|u|^2A^2(q)\sin^23\theta.\tag{7}$$

In real space the band-edge shift is largest where the compression or dilation is largest. The piezoelectric potential is largest where the displacement is largest, a quarter wavelength away. This is why an implementation adds the squares of the two couplings within the present model.

### Phonon amplitude and the power law

For a sheet of mass density $\rho$ and area $S$, write the quantized displacement as

$$\mathbf u=\sum_{\mathbf q\lambda}u_0\hat{\mathbf e}\,(a\,e^{i\mathbf q\cdot\mathbf r}+a^\dagger e^{-i\mathbf q\cdot\mathbf r}),$$

where $a$ and $a^\dagger$ belong to the mode $\mathbf q\lambda$. In the ground state each mode contributes $u_0^2$ to the mean of $\mathbf u^2$ and $\omega^2u_0^2$ to the mean squared velocity. Its kinetic energy $\frac12\rho S\omega^2u_0^2$ is half of the zero-point energy $\omega/2$. Therefore

$$\frac12\rho S\omega^2u_0^2=\frac{\omega}{4},\qquad u_0=\frac{1}{\sqrt{2\rho S\omega}}.\tag{8}$$

For sound, $\omega=vq$, so $u_0\propto q^{-1/2}$. The emission matrix element without its occupation factor is $V$ with $u$ replaced by $u_0$. Equations (7) and (8) give

$$|M_{LA}|^2=\frac{q}{2\rho v_LS}[\Xi^2+A^2(q)\cos^23\theta],\qquad |M_{TA}|^2=\frac{q}{2\rho v_TS}A^2(q)\sin^23\theta.\tag{9}$$

As $q\to0$ at a fixed direction, $A(q)$ tends to the constant $A(0)=2\pi e_{11}/\kappa$. The piezoelectric and the deformation parts of $|M|$ then both vary as $q^{1/2}$, which is the stated equality. Where $\cos3\theta=0$ the LA piezoelectric term of this model vanishes and there is no power to compare. At those angles the TA term is largest.

The first departure from the law follows from (5). With $x=r_0q/\kappa$, the piezoelectric part of $|M|$ is proportional to $q^{1/2}/(1+x)$, so its local exponent is

$$p(q)=\frac{d\ln|M^{pz}|}{d\ln q}=\frac12-\frac{x}{1+x}.\tag{10}$$

Polarization due to strain gradients, proportional to $q^2u$, would add a potential of order $q^2u$, the same order as the correction from $r_0$. It is a quarter period out of phase with the piezoelectric potential, so to this order it interferes with $\Xi$ and leaves the piezoelectric part of $|M|$ unchanged. A local band-edge shift linear in the strain gradient is also of order $q^2u$, and it is in phase with the piezoelectric potential. The model omits both terms, so (10) describes the model's crossover and is not a complete expansion of the coupling to next order.

### Why a thick crystal behaves differently

The role of dimension can be seen by stacking sheets into a slab of thickness $W$ in a uniform dielectric $\kappa$. Let the bound charge per volume be $\eta=e_vq^2u$, where $e_v$ is a piezoelectric constant per volume with its angular factor included. Each slice of thickness $dz$ contributes as in (4), without a separate $r_0$. In the middle of the slab,

$$\phi=\int_{-W/2}^{W/2}\frac{2\pi\eta}{\kappa q}e^{-q|z|}dz=\frac{4\pi\eta}{\kappa q^2}\left(1-e^{-qW/2}\right).$$

For $qW\ll1$ the bracket is $qW/2$ and $\phi=2\pi e_vWqu/\kappa$, which is linear in $q$. For $qW\gg1$ the bracket is 1 and $\phi=4\pi e_vu/\kappa$, which does not depend on $q$. Multiplication by $u_0$ gives $q^{1/2}$ for the thin slab and $q^{-1/2}$ for the thick one. The deformation coupling has the power $q^{1/2}$ in both. The equality therefore belongs to a layer much thinner than the wavelength.

## 2. Screening, scattering rate and a worked example

This half uses the following symbols and results. The phonon has wavevector $q$ at angle $\theta$ from the polar axis, and the layer has mass density $\rho$, piezoelectric constant $e_{11}$, deformation potential $\Xi$ and polarizability length $r_0$. The surroundings have mean dielectric constant $\kappa$. The bound charge is $\sigma$, with magnitude $e_{11}q^2u$ times an angular factor, and its potential is $2\pi\sigma/[q(\kappa+r_0q)]$. The coupling energy is $A(q)=2\pi e_{11}/(\kappa+r_0q)$. The squared electron energies per squared displacement are $q^2(\Xi^2+A^2\cos^23\theta)$ for LA and $q^2A^2\sin^23\theta$ for TA phonons. The phonon amplitude is $u_0=(2\rho S\omega)^{-1/2}$. The sheet stiffnesses are $C_L=\rho v_L^2$ and $C_T=\rho v_T^2$.

### A gate

Let a grounded metal plane lie at height $d$ above the layer, and let both dielectrics have constant $\kappa$. The potential above the layer must vanish at $z=d$, so it is $\phi_0\sinh[q(d-z)]/\sinh(qd)$. Its slope at the layer is $-q\coth(qd)\phi_0$. Gauss's law now gives

$$\kappa q[1+\coth(qd)]\phi_0=4\pi(\sigma-\chi q^2\phi_0).$$

With $1+\coth y=2/(1-e^{-2y})$ and $r_0=2\pi\chi$,

$$\phi_0=\frac{2\pi\sigma}{q}\left[\frac{\kappa}{1-e^{-2qd}}+r_0q\right]^{-1}.\tag{11}$$

For $qd\ll1$ and $2r_0dq^2\ll\kappa$ the bracket is $\kappa/(2qd)$, and $\phi_0=4\pi d\sigma/\kappa$. This is the voltage of a parallel-plate capacitor. It varies as $q^2u$, so the piezoelectric matrix element varies as $q^{3/2}$. The band-edge shift $\Xi\nabla\cdot\mathbf u$ is local and is not altered by the gate in this model. An empty layer near a gate therefore loses the equality of powers when $q$ falls below about $1/(2d)$.

In an empty layer without a gate, the piezoelectric and deformation matrix elements both vary as $q^{1/2}$ at long wavelength, wherever their angular factors do not vanish, while a nearby gate changes the piezoelectric power to $q^{3/2}$. What remains is the screening by mobile carriers, the scattering rate and mobility, and a worked example that tests the reach of the law and the size of neglected effects.
